# A Straight Mott-Schottky Plot from Injected Charge in an Undoped Diode: a numerical check

```python
# Result under test: an UNDOPED film with one hole-injecting contact and a
# hole-blocking cathode has a nearly straight piece in 1/C^2 versus bias, whose
# Mott-Schottky reading is
#   N_app = (2/h_max) * eps*kT / (q^2 * (L + sqrt(2)*lam)^2),
# lam = sqrt(eps*kT/(q^2*p0)), p0 = hole density at the injecting contact,
# h_max = largest slope of a universal curve (a pure number near 1/10).
# Scaled variables: x in L, energy u in kT, density in n_L = eps*kT/(q^2 L^2),
# time in L^2/D. U = q(Vbi - V)/kT is the hole energy at the cathode.
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar

q = const.e
T = 300.0
kT_eV = const.k * T / q
eps_r = 3.0
eps = eps_r * const.epsilon_0
L_nm = 100.0
sites = 1e21            # cm^-3
barrier = 0.20          # eV, anode hole barrier
Vbi = 1.0               # V
gap = 2.0               # eV
mobility = 1e-4         # cm^2/Vs
v_collect = 1e4         # cm/s, extraction velocity of a collecting cathode
sigma_eV = 0.075        # eV, Gaussian disorder used in a check


def density_unit(length_nm):
    """eps*kT/(q^2 L^2) in cm^-3"""
    return eps * kT_eV / (q * (length_nm * 1e-9) ** 2) * 1e-6


def contact_density(barrier_eV):
    return sites * np.exp(-barrier_eV / kT_eV)


def universal(z):
    """Closed formulas; z = y^2 may be negative. Returns S, r, slope h."""
    y = np.sqrt(np.asarray(z, dtype=complex))
    coth, csch2 = 1 / np.tanh(y), 1 / np.sinh(y) ** 2
    B = coth - 1 / y
    A = coth - y * csch2
    S = 2 * np.log(np.sinh(y) / y)
    h = ((1 / y**2 - csch2) * A - 2 * y * csch2 * B**2) / A**3
    return S.real, (B / A).real, h.real


def make_grid(n):
    return np.expm1(4 * np.linspace(0, 1, n)) / np.expm1(4)


GRID = make_grid(1201)


def boltzmann(P0, m=1.0):
    def density(u):
        P = P0 * np.exp(-u / m)
        return P, -P / m
    return density


def solve_film(density, U, doping=0.0, x=GRID):
    """Poisson equation with flat hole quasi-Fermi level; returns u, C/Cg."""
    h = np.diff(x)
    H = (h[1:] + h[:-1]) / 2
    u = U * x
    ab = np.zeros((3, len(x) - 2))
    ab[0, 1:] = 1 / h[1:-1]
    ab[2, :-1] = 1 / h[1:-1]
    for _ in range(300):
        P, dP = density(u)
        residual = np.diff(np.diff(u) / h) + H * (P[1:-1] - doping)
        ab[1] = -(1 / h[1:] + 1 / h[:-1]) + H * dP[1:-1]
        step = np.clip(solve_banded((1, 1), ab, -residual), -2, 2)
        u[1:-1] += step
        if np.max(np.abs(step)) < 1e-9:
            break
    else:
        raise RuntimeError("Poisson iteration did not converge")
    rhs = np.zeros(len(x) - 2)
    rhs[-1] = -1 / h[-1]
    response = solve_banded((1, 1), ab, rhs)
    C = (1 - response[-1]) / h[-1] - h[-1] / 2 * dP[-1]
    return u, C


def steepest(U, C):
    """Largest slope of (Cg/C)^2: reading in n_L, its U, width of 80% range."""
    spline = CubicSpline(U, 1 / np.asarray(C) ** 2)
    fine = np.linspace(U[0], U[-1], 8001)
    slope = spline(fine, 1)
    i = int(np.argmax(slope))
    assert 0 < i < len(fine) - 1
    lo = hi = i
    while lo > 0 and slope[lo] > 0.8 * slope[i]:
        lo -= 1
    while hi < len(fine) - 1 and slope[hi] > 0.8 * slope[i]:
        hi += 1
    return 2 / slope[i], fine[i], fine[hi] - fine[lo]


def reading(density, U_max=16.0, doping=0.0):
    U = np.arange(-1.0, U_max + 0.1, 0.25)
    return steepest(U, [solve_film(density, v, doping)[1] for v in U])


def bernoulli(z):
    small = np.abs(z) < 1e-3
    s = np.where(small, 1.0, z)
    e = np.expm1(s)
    b = np.where(small, 1 - z / 2 + z**2 / 12, s / e)
    db = np.where(small, -0.5 + z / 6, (e - s * np.exp(s)) / e**2)
    return b, db


def admittance(U_list, P0, nu, omega, x):
    """Hole drift-diffusion with small-signal response; C/Cg and G/(omega C).
    nu = scaled extraction velocity at the cathode (0 means blocking)."""
    n = len(x)
    h = np.diff(x)
    H = (h[1:] + h[:-1]) / 2
    i = np.arange(1, n - 1)
    P_eq = P0 * np.exp(-Vbi / kT_eV)
    u = solve_film(boltzmann(P0), U_list[0], x=x)[0]
    P = P0 * np.exp(-u)
    caps, losses = [], []
    for U in U_list:
        u = u + (U - u[-1]) * x
        for _ in range(80):
            d = np.diff(u)
            b, db = bernoulli(d)
            bm, dbm = bernoulli(-d)
            j = (P[:-1] * b - P[1:] * bm) / h
            ja, jb = b / h, -bm / h
            jd = (P[:-1] * db + P[1:] * dbm) / h
            R = np.zeros(2 * n)
            J = np.zeros((2 * n, 2 * n))
            R[0], R[n - 1], R[n] = u[0], u[-1] - U, P[0] - P0
            R[1:n - 1] = np.diff(d / h) + H * P[1:-1]
            R[n + 1:2 * n - 1] = np.diff(j)
            R[-1] = nu * (P[-1] - P_eq) - j[-1]
            J[0, 0] = J[n - 1, n - 1] = J[n, n] = 1
            J[i, i - 1] = 1 / h[i - 1]
            J[i, i] = -1 / h[i] - 1 / h[i - 1]
            J[i, i + 1] = 1 / h[i]
            J[i, n + i] = H
            J[n + i, n + i] = ja[i] - jb[i - 1]
            J[n + i, n + i + 1] = jb[i]
            J[n + i, n + i - 1] = -ja[i - 1]
            J[n + i, i + 1] = jd[i]
            J[n + i, i] = -jd[i] - jd[i - 1]
            J[n + i, i - 1] = jd[i - 1]
            J[-1, -1] = nu - jb[-1]
            J[-1, -2] = -ja[-1]
            J[-1, n - 1] = -jd[-1]
            J[-1, n - 2] = jd[-1]
            step = np.linalg.solve(J, -R)
            u = u + step[:n]
            P = P + step[n:]
            change = max(np.max(np.abs(step[:n])),
                         np.max(np.abs(step[n:]) / (1 + np.abs(P))))
            if change < 1e-7:
                break
        else:
            raise RuntimeError("drift-diffusion did not converge")
        M = J.astype(complex)
        M[n + i, n + i] += 1j * omega * H
        M[-1, -1] += 1j * omega * h[-1] / 2
        rhs = np.zeros(2 * n, dtype=complex)
        rhs[n - 1] = 1
        s = np.linalg.solve(M, rhs)
        du = s[n - 1] - s[n - 2]
        dj = ja[-1] * s[-2] + jb[-1] * s[-1] + jd[-1] * du
        Y = -(dj - 1j * omega * du / h[-1])
        caps.append(Y.imag / omega)
        losses.append(Y.real / Y.imag)
    return np.array(caps), np.array(losses)


# ---- universal curve ----
best = minimize_scalar(lambda z: -universal(z)[2], bounds=(-8, 20),
                       method="bounded")
h_max = -best.fun
S_star = float(universal(best.x)[0])
assert abs(universal(1e-4)[2] - 0.1) < 1e-4
assert abs(universal(1e-4)[1] - 0.5) < 1e-4
assert abs(universal(900.0)[2] * 900.0 - 1) < 1e-3

# ---- main film: closed formulas against the Poisson solution ----
n_L = density_unit(L_nm)
p0 = contact_density(barrier)
P0 = p0 / n_L
lam = 1 / np.sqrt(P0)
L_eff = 1 + np.sqrt(2) * lam
U0 = np.log(L_eff**2 / (2 * lam**2))
film = boltzmann(P0)
worst = 0.0
for z in (-5.0, -2.0, 0.5, 4.0, 12.0, 25.0):
    S, r, _ = universal(z)
    C_num = solve_film(film, U0 + S)[1]
    worst = max(worst, abs(C_num * L_eff * r - 1))
assert worst < 5e-3
N_scaled, U_star, width = reading(film)
N_app = N_scaled * n_L
N_formula = 2 / h_max / L_eff**2 * n_L
assert abs(N_app / N_formula - 1) < 0.01

# hole profile at the steepest bias against the closed profile
u_star, C_star = solve_film(film, U0 + S_star)
k = 2 * np.sqrt(complex(best.x)) / L_eff
profile = (k**2 / (2 * np.sinh(k * (GRID + np.sqrt(2) * lam) / 2) ** 2)).real
P_num = P0 * np.exp(-u_star)
assert np.max(np.abs(P_num / profile - 1)) < 0.02
p_mid = np.interp(0.5, GRID, P_num) * n_L
p_end = P_num[-1] * n_L
field = (u_star[-1] - u_star[-2]) / (GRID[-1] - GRID[-2])
field_MVcm = field * kT_eV / (L_nm * 1e-7) * 1e-6


def straight_fit(half_width_V, points):
    V = Vbi - kT_eV * U_star + np.linspace(-half_width_V, half_width_V, points)
    Y = np.array([solve_film(film, (Vbi - v) / kT_eV)[1] ** -2 for v in V])
    a, b = np.polyfit(V, Y, 1)
    R2 = 1 - np.sum((Y - a * V - b) ** 2) / np.sum((Y - Y.mean()) ** 2)
    return 2 * n_L / (-a * kT_eV), -b / a, R2


fit1 = straight_fit(0.05, 11)
fit2 = straight_fit(0.10, 21)
assert fit1[2] > 0.995

# ---- thickness: injected charge against true doping ----
thickness_rows = []
for length in (50.0, 100.0, 200.0):
    unit = density_unit(length)
    found = reading(boltzmann(p0 / unit))[0] * unit
    ell = 1 + np.sqrt(2 * unit / p0)
    law = 2 / h_max * unit / ell**2
    assert abs(found / law - 1) < 0.01
    thickness_rows.append((length, found, law))
true_doping = 1e17
doped_rows = []
for length in (100.0, 200.0):
    unit = density_unit(length)
    U = np.linspace(8, 20, 25)
    Y = [solve_film(boltzmann(p0 / unit), v, true_doping / unit)[1] ** -2
         for v in U]
    found = 2 * unit / np.polyfit(U, Y, 1)[0]
    assert abs(found / true_doping - 1) < 0.03
    doped_rows.append((length, found))
weak_doping = 1e15
N_weak = reading(film, doping=weak_doping / n_L)[0] * n_L
assert N_weak > 4 * weak_doping

# ---- exponential tail states with m = 2 ----
m = 2.0
N_tail, _, width_tail = reading(boltzmann(P0, m), U_max=32.0)
law_tail = 2 * m / h_max / (1 + np.sqrt(2 * m) * lam) ** 2
assert abs(N_tail / law_tail - 1) < 0.02
assert abs(width_tail / width / m - 1) < 0.05

# ---- Gaussian disorder with Fermi filling, same contact density ----
s_hat = sigma_eV / kT_eV
E = np.linspace(-12 * s_hat, 12 * s_hat, 3001)
g = np.exp(-E**2 / (2 * s_hat**2))
g /= g.sum()
eta = np.linspace(-50, 12, 500)
log_fill = np.array([np.log(np.sum(g / (1 + np.exp(E - e)))) for e in eta])
fill = CubicSpline(eta, log_fill)
eta0 = np.interp(np.log(p0 / sites), log_fill, eta)


def gaussian_density(u):
    e = np.clip(eta0 - u, -50, 12)
    P = np.exp(fill(e)) * sites / n_L
    return P, -P * fill(e, 1)


N_gauss = reading(gaussian_density)[0] * n_L
assert abs(N_gauss / N_app - 1) < 0.2

# ---- weaker injecting contact, electrons ----
weak_barrier = 0.30
N_barrier = reading(boltzmann(contact_density(weak_barrier) / n_L))[0] * n_L
assert 0.3 < N_barrier / N_app < 1
n_cathode = sites * np.exp(-(gap - barrier - Vbi) / kT_eV)
assert n_cathode < 1e-3 * p_end

# ---- drift-diffusion: frequency and collecting cathode ----
D = mobility * kT_eV
L_cm = L_nm * 1e-7
coarse = make_grid(201)


def scaled_omega(f):
    return 2 * np.pi * f * L_cm**2 / D


for U in (U_star - 2, U_star, U_star + 3):
    static = solve_film(film, U, x=coarse)[1]
    slow = admittance([U], P0, 0.0, scaled_omega(100.0), coarse)[0][0]
    assert abs(slow / static - 1) < 2e-3
C_freq = [(f, admittance([U_star], P0, 0.0, scaled_omega(f), coarse)[0][0])
          for f in (1e2, 1e3, 1e4)]
U_scan = np.arange(16.0, -2.01, -0.25)
C_col, loss = admittance(U_scan, P0, v_collect * L_cm / D,
                         scaled_omega(1e3), coarse)
N_col, U_col, width_col = steepest(U_scan[::-1], C_col[::-1])
N_col *= n_L
loss_col = np.interp(U_col, U_scan[::-1], loss[::-1])
assert N_col < 5 * N_app

# ---- output ----
Cg = eps / (L_nm * 1e-9) * 1e5     # nF/cm^2
print(f"temperature {T:.0f} K, kT/q = {kT_eV*1e3:.3f} mV")
print(f"thickness {L_nm:.0f} nm, relative permittivity {eps_r:.1f}")
print(f"site density {sites:.1e} cm^-3, hole barrier {barrier:.2f} eV")
print(f"built-in voltage {Vbi:.2f} V, gap {gap:.1f} eV")
print(f"mobility {mobility:.1e} cm^2/Vs")
print(f"contact hole density p0 = {p0:.3e} cm^-3")
print(f"lambda = {lam*L_nm:.3f} nm, L_eff = {L_eff*L_nm:.2f} nm")
print(f"eps kT/(q^2 L^2) = {n_L:.4e} cm^-3")
print(f"h_max = {h_max:.5f}, 2/h_max = {2/h_max:.3f}")
print(f"at steepest point y^2 = {best.x:.3f}, S = {S_star:.3f}")
print(f"U0 = {U0:.3f}, largest capacitance formula error {worst:.1e}")
print(f"apparent density, Poisson {N_app:.3e} cm^-3")
print(f"apparent density, formula {N_formula:.3e} cm^-3")
print(f"steepest bias {Vbi-kT_eV*U_star:.3f} V, C/Cg there {C_star:.3f}")
print(f"width with slope above 80% of maximum {width*kT_eV*1e3:.0f} mV")
print(f"geometric capacitance {Cg:.2f} nF/cm^2")
for V in (0.0, 0.4, 0.6, 0.7, 0.75, 0.8, 0.85, 0.9):
    c = solve_film(film, (Vbi - V) / kT_eV)[1]
    print(f"V = {V:.2f} V: C = {c*Cg:.2f} nF/cm^2, (Cg/C)^2 = {c**-2:.4f}")
for name, fit in (("0.10", fit1), ("0.20", fit2)):
    print(f"fit over {name} V: N = {fit[0]:.3e} cm^-3, R^2 = {fit[2]:.5f}")
    print(f"  apparent built-in voltage {fit[1]:.3f} V")
print(f"true hole density mid-film {p_mid:.3e} cm^-3")
print(f"true hole density at cathode {p_end:.3e} cm^-3")
print(f"field at cathode {field_MVcm:.4f} MV/cm")
for length, found, law in thickness_rows:
    print(f"undoped {length:.0f} nm: N = {found:.3e}, law {law:.3e} cm^-3")
for length, found in doped_rows:
    print(f"doped {true_doping:.0e}, {length:.0f} nm: N = {found:.3e} cm^-3")
print(f"doped {weak_doping:.0e}, {L_nm:.0f} nm: N = {N_weak:.3e} cm^-3")
print(f"tail states m = {m:.0f}: N = {N_tail*n_L:.3e} cm^-3")
print(f"  80% width with tail states {width_tail*kT_eV*1e3:.0f} mV")
print(f"Gaussian disorder {sigma_eV*1e3:.0f} meV: N = {N_gauss:.3e} cm^-3")
print(f"hole barrier {weak_barrier:.2f} eV: N = {N_barrier:.3e} cm^-3")
print(f"electron density at cathode {n_cathode:.1e} cm^-3")
for f, c in C_freq:
    print(f"blocking cathode, {f:.0f} Hz: C/Cg = {c:.4f} at steepest bias")
print(f"D/L = {D/L_cm:.3f} cm/s, collecting velocity {v_collect:.0e} cm/s")
print(f"collecting cathode, 1 kHz: N = {N_col:.3e} cm^-3")
print(f"  peak C/Cg {C_col.max():.3f} at {Vbi-kT_eV*U_scan[C_col.argmax()]:.3f} V")
print(f"  steepest bias {Vbi-kT_eV*U_col:.3f} V, G/(omega C) = {loss_col:.2f}")
print(f"  80% width {width_col*kT_eV*1e3:.0f} mV")
print("all assertions hold")
```

Running it gives:

```
temperature 300 K, kT/q = 25.852 mV
thickness 100 nm, relative permittivity 3.0
site density 1.0e+21 cm^-3, hole barrier 0.20 eV
built-in voltage 1.00 V, gap 2.0 eV
mobility 1.0e-04 cm^2/Vs
contact hole density p0 = 4.367e+17 cm^-3
lambda = 3.133 nm, L_eff = 104.43 nm
eps kT/(q^2 L^2) = 4.2860e+14 cm^-3
h_max = 0.10091, 2/h_max = 19.819
at steepest point y^2 = 1.003, S = 0.324
U0 = 6.320, largest capacitance formula error 1.1e-03
apparent density, Poisson 7.796e+15 cm^-3
apparent density, formula 7.789e+15 cm^-3
steepest bias 0.828 V, C/Cg there 1.802
width with slope above 80% of maximum 88 mV
geometric capacitance 26.56 nF/cm^2
V = 0.00 V: C = 27.06 nF/cm^2, (Cg/C)^2 = 0.9633
V = 0.40 V: C = 27.97 nF/cm^2, (Cg/C)^2 = 0.9021
V = 0.60 V: C = 29.57 nF/cm^2, (Cg/C)^2 = 0.8072
V = 0.70 V: C = 31.91 nF/cm^2, (Cg/C)^2 = 0.6931
V = 0.75 V: C = 34.64 nF/cm^2, (Cg/C)^2 = 0.5881
V = 0.80 V: C = 40.76 nF/cm^2, (Cg/C)^2 = 0.4247
V = 0.85 V: C = 56.96 nF/cm^2, (Cg/C)^2 = 0.2175
V = 0.90 V: C = 103.74 nF/cm^2, (Cg/C)^2 = 0.0656
fit over 0.10 V: N = 8.363e+15 cm^-3, R^2 = 0.99907
  apparent built-in voltage 0.906 V
fit over 0.20 V: N = 9.749e+15 cm^-3, R^2 = 0.99020
  apparent built-in voltage 0.921 V
true hole density mid-film 2.644e+15 cm^-3
true hole density at cathode 5.687e+14 cm^-3
field at cathode 0.0065 MV/cm
undoped 50 nm: N = 2.885e+16, law 2.867e+16 cm^-3
undoped 100 nm: N = 7.796e+15, law 7.789e+15 cm^-3
undoped 200 nm: N = 2.033e+15, law 2.033e+15 cm^-3
doped 1e+17, 100 nm: N = 1.001e+17 cm^-3
doped 1e+17, 200 nm: N = 1.001e+17 cm^-3
doped 1e+15, 100 nm: N = 8.265e+15 cm^-3
tail states m = 2: N = 1.508e+16 cm^-3
  80% width with tail states 175 mV
Gaussian disorder 75 meV: N = 7.891e+15 cm^-3
hole barrier 0.30 eV: N = 5.592e+15 cm^-3
electron density at cathode 3.6e+07 cm^-3
blocking cathode, 100 Hz: C/Cg = 1.8023 at steepest bias
blocking cathode, 1000 Hz: C/Cg = 1.8021 at steepest bias
blocking cathode, 10000 Hz: C/Cg = 1.7774 at steepest bias
D/L = 0.259 cm/s, collecting velocity 1e+04 cm/s
collecting cathode, 1 kHz: N = 2.123e+16 cm^-3
  peak C/Cg 1.346 at 0.825 V
  steepest bias 0.739 V, G/(omega C) = 0.90
  80% width 101 mV
all assertions hold
```
